**Pyroelectric detector: frequency of the largest voltage response**

The program studies an element with thermal time constant τ_T = H/G and electrical time constant τ_E = RC, where H is heat capacity, G thermal conductance, R load resistance and C total capacitance. The voltage component at the modulation frequency peaks at ω₀ = 1/√(τ_Tτ_E), with height ηpAR/[G(τ_T+τ_E)], where η is absorptance, p the pyroelectric coefficient and A the area. Direct time integration of the heat and charge balances is asserted to reproduce the position, height and zero phase of this peak. Linear solves for four pairs of time constants, one of them equal, test the height and the half-power frequencies. Periodic solutions for square chopping assert that the broadband rms voltage peaks below ω₀ and that the peak-to-peak voltage falls with frequency over the range sampled. For the lithium tantalate example the output shows a peak at 0.155 Hz with about 9000 V/W. Electrocaloric back-action, dielectric loss and the temperature profile through the thickness each move the peak by less than 0.4%, while a case drift of 0.1 K/min adds a 60 mV offset.

## Numerical verification

```python
# Pyroelectric detector: the voltage component at the modulation frequency
# is largest at w0 = 1/sqrt(tau_T*tau_E), with responsivity
# eta*p*A*R/(G*(tau_T+tau_E)) and zero phase relative to the radiation.
# H heat capacity, G thermal conductance, C total capacitance, R load,
# p pyroelectric coefficient, A area, eta absorptance,
# tau_T = H/G thermal and tau_E = R*C electrical time constant.
# Phasors vary as exp(i*w*t). Internal units are SI.
import numpy as np
from scipy.constants import epsilon_0, sigma as stefan_boltzmann
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import expm
from scipy.optimize import minimize_scalar, brentq

# Inputs: lithium tantalate, rough typical values, and a chosen circuit
side, thickness = 2e-3, 25e-6
p, eps_r, c_vol, kappa = 1.8e-4, 43.0, 3.2e6, 4.0
loss_tangent, coercive_field = 0.005, 2e7
eta, G, R, C_amp, T = 0.9, 1e-3, 50e9, 5e-12, 300.0
W0, drift_rate = 10e-6, 0.1 / 60
air_conductivity = 0.026

A = side**2
H = c_vol * A * thickness
C_el = eps_r * epsilon_0 * A / thickness
C = C_el + C_amp
pA = p * A
tau_T, tau_E = H / G, R * C
w0 = 1 / np.sqrt(tau_T * tau_E)
f0 = w0 / (2 * np.pi)
r_peak = eta * pA * R / (G * (tau_T + tau_E))


def phasor(w, H=H, G=G, C=C, R=R, pA=pA, eta=eta, T_back=0.0):
    """Voltage per unit power from the coupled heat and charge balances."""
    m = np.array([[1j*w*H + G, -1j*w*T_back*pA],
                  [-1j*w*pA, 1j*w*C + 1/R]])
    return np.linalg.solve(m, np.array([eta, 0], dtype=complex))[1]


def find_peak(func, low, high, tol=1e-9):
    best = minimize_scalar(lambda u: -abs(func(np.exp(u))),
                           bounds=(np.log(low), np.log(high)),
                           method="bounded", options={"xatol": tol})
    return np.exp(best.x), -best.fun


# Time integration of the two balances, with no use of phasors
def integrated_phasor(w):
    def rhs(t, y):
        heating = (eta*np.cos(w*t) - G*y[0]) / H
        return [heating, (pA*heating - y[1]/R) / C]
    start, period = 25*max(tau_T, tau_E), 2*np.pi/w
    times = start + period*np.arange(64)/64
    sol = solve_ivp(rhs, (0, start + period), [0, 0], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-7)
    assert sol.success
    return 2*np.mean(sol.y[1]*np.exp(-1j*w*times))


w_time, r_time = find_peak(integrated_phasor, 0.2, 6.0, 1e-4)
assert abs(w_time/w0 - 1) < 5e-3   # a flat maximum limits the precision
assert abs(r_time/r_peak - 1) < 1e-5
for w in (0.3*w0, w0, 4*w0):
    magnitude = (eta*pA*R*w/G / np.sqrt(1 + (w*tau_T)**2)
                 / np.sqrt(1 + (w*tau_E)**2))
    value = integrated_phasor(w)
    assert abs(abs(value)/magnitude - 1) < 1e-5
    assert abs(value/phasor(w) - 1) < 1e-5
phase_at_peak = np.degrees(np.angle(integrated_phasor(w0)))
assert abs(phase_at_peak) < 1e-3


# Peak, height and half-power points for several pairs of time constants
def half_power(func, centre, height):
    def g(w):
        return abs(func(w))/height - 1/np.sqrt(2)
    return (brentq(g, centre*1e-4, centre, xtol=1e-13),
            brentq(g, centre, centre*1e4, xtol=1e-13))


for a, b in ((1.0, 1.0), (0.02, 5.0), (5.0, 0.02), (0.3, 2.0)):
    def model(w, a=a, b=b):
        return phasor(w, H=a, G=1.0, C=b, R=1.0, pA=1.0, eta=1.0)
    w_num, r_num = find_peak(model, 1e-3, 1e3)
    assert abs(w_num*np.sqrt(a*b) - 1) < 1e-4
    assert abs(r_num*(a + b) - 1) < 1e-9
    lo, hi = half_power(model, w_num, r_num)
    assert abs(lo*hi*a*b - 1) < 1e-7
    assert abs((hi - lo)/(1/a + 1/b) - 1) < 1e-7
w_lo, w_hi = half_power(phasor, w0, r_peak)
root = np.sqrt((tau_T + tau_E)**2 + 4*tau_T*tau_E)
for w_half, sign in ((w_lo, -1), (w_hi, 1)):
    formula = (sign*(tau_T + tau_E) + root)/(2*tau_T*tau_E)
    assert abs(w_half/formula - 1) < 1e-7
w_slow, w_10 = 1e-3*w0, 2*np.pi*10
r_10 = abs(phasor(w_10))
r_10_limit = eta*pA/(H*C*w_10)
assert abs(abs(phasor(w_slow))/(eta*pA*R*w_slow/G) - 1) < 1e-4
assert abs(r_10/r_10_limit - 1) < 5e-3

# Square chopping between zero and unit power: exact periodic solution
M = np.array([[-1/tau_T, 0], [-pA/(C*tau_T), -1/tau_E]])
rates, modes = np.linalg.eig(M)


def chopped(freq):
    """Fundamental amplitude, rms and peak-to-peak voltage per watt."""
    half = 0.5/freq
    rest = np.array([eta/(2*G), 0.0])
    E = expm(M*half)
    start = np.linalg.solve(np.eye(2) + E, (E - np.eye(2)) @ rest)
    weights = np.linalg.solve(modes, start - rest)
    t = np.linspace(0, half, 8001)
    v = (modes[1]*weights) @ np.exp(np.outer(rates, t))
    first = 2/half*simpson(v*np.exp(-2j*np.pi*freq*t), x=t)
    return abs(first), np.sqrt(simpson(v*v, x=t)/half), 2*max(abs(v))


for f in (0.2*f0, f0, 5*f0):
    first, rms, _ = chopped(f)
    assert abs(first/(2/np.pi*abs(phasor(2*np.pi*f))) - 1) < 1e-5
    series = sum(0.5*(2/(np.pi*n)*abs(phasor(2*np.pi*f*n)))**2
                 for n in range(1, 802, 2))
    assert abs(rms/np.sqrt(series) - 1) < 1e-5
f_first, _ = find_peak(lambda f: chopped(f)[0], f0/20, 5*f0, 1e-6)
f_rms, rms_max = find_peak(lambda f: chopped(f)[1], f0/20, 5*f0, 1e-6)
assert abs(f_first/f0 - 1) < 1e-3
assert f_rms < 0.99*f0
swings = [chopped(f)[2] for f in np.geomspace(f0/10, 30*f0, 30)]
assert np.all(np.diff(swings) < 0)
t_step = tau_T*tau_E*np.log(tau_E/tau_T)/(tau_E - tau_T)
step_peak = (eta*pA*R/(G*(tau_E - tau_T))
             * (np.exp(-t_step/tau_E) - np.exp(-t_step/tau_T)))
slow_swing = chopped(f0/30)[2]
assert abs(slow_swing/(2*step_peak) - 1) < 1e-4
first_0, rms_0, swing_0 = chopped(f0)

# Neglected effect: electrocaloric back-action on the heat balance
k2 = T*pA**2/(H*C)
w_ec, r_ec = find_peak(lambda w: phasor(w, T_back=T), w0/10, 10*w0)
assert abs(w_ec*np.sqrt(1 - k2)/w0 - 1) < 1e-5
assert abs(r_ec/r_peak - 1) < 1e-8

# Neglected effect: dielectric loss in the element
C_lossy = C_el*(1 - 1j*loss_tangent) + C_amp
w_loss, r_loss = find_peak(lambda w: phasor(w, C=C_lossy), w0/10, 10*w0)
assert abs(w_loss/w0 - 1) < 0.05 and r_loss < r_peak


# Neglected effect: front face heated, all heat lost from the back face
def slab(w, n=50):
    link = kappa*A*n/thickness
    m = np.diag(np.full(n, 1j*w*H/n))
    for j in range(n - 1):
        m[j, j] += link
        m[j+1, j+1] += link
        m[j, j+1] -= link
        m[j+1, j] -= link
    m[-1, -1] += 1/(1/G + 1/(2*link))
    source = np.zeros(n, dtype=complex)
    source[0] = eta
    mean_theta = np.mean(np.linalg.solve(m, source))
    return 1j*w*pA*mean_theta/(1j*w*C + 1/R)


w_slab, r_slab = find_peak(slab, w0/10, 10*w0, 1e-7)
assert abs(w_slab/w0 - 1) < 0.01 and abs(r_slab/r_peak - 1) < 0.01


# Neglected effect: steady drift of the case temperature
def drift_rhs(t, y):
    heating = G*(drift_rate*t - y[0])/H
    return [heating, (pA*heating - y[1]/R)/C]


drift = solve_ivp(drift_rhs, (0, 20*tau_E), [0, 0], rtol=1e-9, atol=1e-12)
V_drift = drift.y[1, -1]
assert abs(V_drift/(pA*R*drift_rate) - 1) < 1e-5

mean_rise = eta*W0/(2*G)
field = swing_0*W0/2/thickness
air_gap = air_conductivity*2*A/G
radiative_share = 8*A*stefan_boltzmann*T**3/G
edge_ratio = G/(kappa*thickness)
assert field < 1e-3*coercive_field and edge_ratio > 1


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("element side (input)", side*1e3, "mm")
show("thickness (input)", thickness*1e6, "um")
show("pyroelectric coefficient (rough input)", p*1e5, "nC/(cm2 K)")
show("relative permittivity (rough input)", eps_r)
show("heat capacity per volume (rough input)", c_vol*1e-6, "J/(cm3 K)")
show("thermal conductivity (rough input)", kappa, "W/(m K)")
show("loss tangent (rough input)", loss_tangent)
show("coercive field (rough input)", coercive_field*1e-5, "kV/cm")
show("absorptance (input)", eta)
show("thermal conductance G (input)", G*1e3, "mW/K")
show("load resistance R (input)", R*1e-9, "Gohm")
show("amplifier capacitance (input)", C_amp*1e12, "pF")
show("temperature (input)", T, "K")
show("chopped power, on-state (input)", W0*1e6, "uW")
show("heat capacity H", H*1e3, "mJ/K")
show("element capacitance", C_el*1e12, "pF")
show("total capacitance C", C*1e12, "pF")
show("thermal time constant", tau_T, "s")
show("electrical time constant", tau_E, "s")
show("geometric mean time constant", np.sqrt(tau_T*tau_E), "s")
show("peak angular frequency, formula", w0, "rad/s")
show("peak angular frequency, time integration", w_time, "rad/s")
show("peak frequency", f0, "Hz")
show("peak responsivity, formula", r_peak, "V/W", 5)
show("peak responsivity, time integration", r_time, "V/W", 5)
print(f"phase at peak, time integration: {abs(phase_at_peak):.3f} deg (size)")
show("lower half-power frequency", w_lo/(2*np.pi), "Hz")
show("upper half-power frequency", w_hi/(2*np.pi), "Hz")
show("responsivity at 10 Hz", r_10, "V/W")
show("high-frequency limit formula at 10 Hz", r_10_limit, "V/W")
show("fundamental power amplitude", 2*W0/np.pi*1e6, "uW")
show("fundamental voltage amplitude at peak", first_0*W0*1e3, "mV")
show("broadband rms voltage at f0", rms_0*W0*1e3, "mV")
show("largest broadband rms voltage", rms_max*W0*1e3, "mV")
show("frequency of largest broadband rms", f_rms, "Hz")
show("peak-to-peak voltage at f0", swing_0*W0*1e3, "mV")
show("slow-chopping peak-to-peak voltage", slow_swing*W0*1e3, "mV")
show("time of step-response peak", t_step, "s")
show("step-response peak voltage", step_peak*W0*1e3, "mV")
show("electrocaloric coupling k^2", k2, "", 3)
show("peak shift, electrocaloric", 100*(w_ec/w0 - 1), "%", 3)
show("peak shift, dielectric loss", 100*(w_loss/w0 - 1), "%", 3)
show("height change, dielectric loss", 100*(r_loss/r_peak - 1), "%", 3)
show("peak shift, slab temperature profile", 100*(w_slab/w0 - 1), "%", 2)
show("height change, slab profile", 100*(r_slab/r_peak - 1), "%", 2)
show("case drift rate (input)", drift_rate*60, "K/min")
show("voltage offset from case drift", V_drift*1e3, "mV")
show("mean temperature rise", mean_rise*1e3, "mK")
show("signal field in crystal at f0", field*1e-5, "kV/cm", 3)
show("air conductivity (rough input)", air_conductivity, "W/(m K)")
show("air gap on each face that would give G", air_gap*1e3, "mm", 2)
show("black-body radiation share of G", 100*radiative_share, "%", 2)
show("G over lateral conductance kappa*d", edge_ratio, "", 3)
print("no test failed")
```

Running it gives:

```
element side (input): 2 mm
thickness (input): 25 um
pyroelectric coefficient (rough input): 18 nC/(cm2 K)
relative permittivity (rough input): 43
heat capacity per volume (rough input): 3.2 J/(cm3 K)
thermal conductivity (rough input): 4 W/(m K)
loss tangent (rough input): 0.005
coercive field (rough input): 200 kV/cm
absorptance (input): 0.9
thermal conductance G (input): 1 mW/K
load resistance R (input): 50 Gohm
amplifier capacitance (input): 5 pF
temperature (input): 300 K
chopped power, on-state (input): 10 uW
heat capacity H: 0.32 mJ/K
element capacitance: 60.92 pF
total capacitance C: 65.92 pF
thermal time constant: 0.32 s
electrical time constant: 3.296 s
geometric mean time constant: 1.027 s
peak angular frequency, formula: 0.9737 rad/s
peak angular frequency, time integration: 0.9737 rad/s
peak frequency: 0.155 Hz
peak responsivity, formula: 8960.6 V/W
peak responsivity, time integration: 8960.6 V/W
phase at peak, time integration: 0.000 deg (size)
lower half-power frequency: 0.04094 Hz
upper half-power frequency: 0.5866 Hz
responsivity at 10 Hz: 488.3 V/W
high-frequency limit formula at 10 Hz: 488.9 V/W
fundamental power amplitude: 6.366 uW
fundamental voltage amplitude at peak: 57.04 mV
broadband rms voltage at f0: 42.16 mV
largest broadband rms voltage: 42.31 mV
frequency of largest broadband rms: 0.1329 Hz
peak-to-peak voltage at f0: 107.5 mV
slow-chopping peak-to-peak voltage: 153 mV
time of step-response peak: 0.8265 s
step-response peak voltage: 76.5 mV
electrocaloric coupling k^2: 0.00737
peak shift, electrocaloric: 0.371 %
peak shift, dielectric loss: 0.333 %
height change, dielectric loss: -0.132 %
peak shift, slab temperature profile: -0.026 %
height change, slab profile: 0.074 %
case drift rate (input): 0.1 K/min
voltage offset from case drift: 60 mV
mean temperature rise: 4.5 mK
signal field in crystal at f0: 0.0215 kV/cm
air conductivity (rough input): 0.026 W/(m K)
air gap on each face that would give G: 0.21 mm
black-body radiation share of G: 4.9 %
G over lateral conductance kappa*d: 10
no test failed
```
